# Baseline Errors in the Complete Analysis of Thermal Desorption Traces

## A case that can be seen through

Take a surface that loses hydrogen by first-order desorption with a constant barrier $E$ and a constant prefactor $\nu$. At remaining coverage $\theta$ the rate is $r=\theta\,\kappa(T)$, with $\kappa=\nu e^{-Ex}$ and $x=1/(k_BT)$. The sample is heated at a constant rate $\beta=dT/dt$, and several traces are recorded from different initial coverages. Complete analysis picks one remaining coverage $\theta'$, reads rate and temperature where each trace passes it, and plots $\ln r$ against $x$. The slope is $-E$.

Now let every recorded rate be too large by a small constant $b$, left over from baseline subtraction. The remaining coverage is found by integrating the signal from the reading time $t$ to the end of the window, $t_{\rm end}$. With $\tau=t_{\rm end}-t$, this integral is $\theta+b\tau$. Setting it equal to $\theta'$ selects a point whose true coverage is $\theta'-b\tau$. The recorded rate there is

$$(\theta'-b\tau)\kappa+b=\theta'\kappa\left[1-\frac{b\tau}{\theta'}+\frac{b}{\theta'\kappa}\right].$$

To first order, the recorded logarithm therefore lies above the true Arrhenius line by

$$\varepsilon=\frac{b}{r}-\frac{b\tau}{\theta'},\qquad r=\theta'\kappa .$$

The offset raises the rate but also moves the reading to a lower coverage, and the two effects oppose each other. A constant $\varepsilon$ would leave the slope alone; what matters is how $\varepsilon$ varies with $x$. At fixed $\theta'$, $r\propto e^{-Ex}$, so $d(1/r)/dx=E/r$. From $T=1/(k_Bx)$ we get $dT/dx=-k_BT^2$, hence $dt/dx=-k_BT^2/\beta$ and $d\tau/dx=+k_BT^2/\beta$. The fitted barrier is minus the slope, so for two neighbouring traces

$$\delta E=-\frac{d\varepsilon}{dx}=-\frac{bE}{r}\left[1-\frac{\kappa\,k_BT^2}{\beta E}\right].$$

The bracket vanishes when $\kappa=\beta E/(k_BT^2)$. This is the condition for the maximum of a first-order trace, since $d\ln r/dT=-\kappa/\beta+E/(k_BT^2)$. A positive offset lowers the barrier if the coverage is reached before the peak and raises it if reached after. The following sections extend this to coverage-dependent kinetics, any order and any number of traces.

## Assumptions and the error-free scheme

Suppose the rate depends on the present coverage and temperature only:

$$\ln r=L(\theta,x)=\ln\nu(\theta)+n\ln\theta-E(\theta)x .$$

Here $r$ is in ML/s (monolayers per second), $E$ in eV and $x$ in eV$^{-1}$; $\ln\nu$ and $\ln r$ refer to numerical values in these units. A prime on $E$ or $\ln\nu$ means $d/d\theta$, taken at $\theta'$. The signal is proportional to the rate with known calibration, there is no readsorption or pumping lag, and desorption is complete at $t_{\rm end}$.

At fixed $\theta'$, $L$ is a straight line in $x$:

$$L(\theta',x)=a-E(\theta')x,\qquad a=\ln\nu(\theta')+n\ln\theta' .$$

The slope gives the barrier without assuming $n$; the intercept gives $\nu$ only once $n$ is known. If the rate also depends on how the coverage was reached, for example through slow rearrangement between surface hydrides, points at equal coverage need not share a line, and the slope need not equal $E(\theta')$.

For $N$ points, unweighted least squares gives

$$E_{\rm fit}=-\sum_i w_iy_i,\qquad w_i=\frac{x_i-\bar x}{\sum_j(x_j-\bar x)^2},$$

where $y_i$ is the recorded logarithm and a bar denotes the mean over traces. Two identities follow from the definition:

$$\sum_iw_i=0,\qquad \sum_iw_ix_i=1 .$$

The second holds because $\sum_i(x_i-\bar x)x_i=\sum_i(x_i-\bar x)^2$.

## Propagation of a general baseline error

Let $b_i(t)$ be recorded minus true rate in trace $i$, and let

$$B_i(t)=\int_t^{t_{\rm end}}b_i(s)\,ds .$$

The reading time $t_i^*$ satisfies $\theta(t_i^*)+B_i(t_i^*)=\theta'$, so the true coverage there is $\theta'-B_i$. With $x_i^*$ the value of $x$ at that time,

$$y_i=L(\theta'-B_i,x_i^*)+\ln(1+b_i/r).$$

Define the coverage derivative at fixed temperature,

$$g_i=\left.\frac{\partial L}{\partial\theta}\right|_{x_i}=\frac{n}{\theta'}+(\ln\nu)'-E'x_i .$$

Expanding both terms to first order gives

$$y_i=a-E\,x_i^*+\varepsilon_i,\qquad \varepsilon_i=\frac{b_i}{r_i}-g_iB_i .$$

The reading temperature has moved too, but the residual is measured from the true line at the shifted $x_i^*$. Displacement along that line costs nothing. Inserting $y_i$ into the fit and using the two identities, which hold equally for weights built from $x_i^*$,

$$\boxed{\delta E=E_{\rm fit}-E=-\sum_iw_i\left[\frac{b_i(t_i)}{r_i}-g_iB_i(t_i)\right]}$$

Replacing starred by unstarred quantities inside $w_i$, $r_i$, $g_i$ and $B_i$ changes the result only at second order, because $\varepsilon_i$ is already first order.

The fitted intercept is $\bar y+E_{\rm fit}\bar x$. Since $\bar y=a-E\bar x+\bar\varepsilon$, its shift is

$$\delta a=\bar\varepsilon+\bar x\,\delta E .$$

A rate predicted from the fit at another $x$, at the same nominal coverage, is wrong in its logarithm by $\delta a-x\,\delta E=\bar\varepsilon+(\bar x-x)\delta E$. At $x=\bar x$ the barrier and prefactor errors compensate except for $\bar\varepsilon$. Far from the measured temperatures the term $(\bar x-x)\delta E$ dominates; in between, the two terms may add or cancel, depending on their signs.

For a constant offset $B_i=b_i\tau_i$. For a drift $b_i=c_it$, with $t=0$ at the start of the ramp, $B_i=c_i(t_{\rm end}^2-t_i^2)/2$. Numerical tests, which repeat the whole analysis on contaminated signals, confirm the boxed formula for both.

## What a common coverage error does

Write $g_i=G-E'x_i$, with $G$ the same for all traces. The identities give $\sum_iw_ig_i=-E'$. If all $B_i$ equal one value $B$, their contribution is

$$\delta E_B=B\sum_iw_ig_i=-E'B .$$

This is the change in barrier between $\theta'$ and $\theta'-B$. A common coverage error relabels the coverage axis and does no other damage at this order.

The same result compares the two integration directions to first order in $b$. If the initial coverage $\theta_0$ is known, one may subtract the desorbed amount instead. The apparent coverage is then $\theta-bt$, so $B=-bt$ replaces $B=b(t_{\rm end}-t)$. The two differ by $bt_{\rm end}$, common to all traces when $b$ and the window are common. Therefore

$$\delta E_{\rm backward}-\delta E_{\rm forward}=-E'b\,t_{\rm end}.$$

At first order, the opposite sign of the forward coverage error does not make the slope errors add, because, apart from this relabelling, the slope responds to the variation of $B$ between traces, and that variation is the same in both cases. At finite $b$ the backward reading at $\theta'$ coincides with the forward reading at $\theta'-bt_{\rm end}$, so the relabelling acts on the fitted curve $E_{\rm fit}(\theta')$, whose slope the offset itself distorts. The difference can then be several times $-E'b\,t_{\rm end}$.

## The peak rule for general kinetics

For a common constant offset and closely spaced traces, treat $\varepsilon$ as a function of $x$ at fixed $\theta'$:

$$\varepsilon=\frac br-bg\tau .$$

As before, $d(1/r)/dx=E/r$ and $d\tau/dx=k_BT^2/\beta$. In addition $dg/dx=-E'$. Hence

$$\delta E=-\frac{d\varepsilon}{dx}=-b\left[\frac Er-\frac{g\,k_BT^2}{\beta}+E'\tau\right].$$

Along a single trace both coverage and temperature change. With $d\theta/dT=-r/\beta$ and $dx/dT=-1/(k_BT^2)$,

$$\frac{d\ln r}{dT}=-\frac{gr}{\beta}+\frac{E}{k_BT^2}.$$

Multiplication by $k_BT^2/r$ reproduces the first two terms of the bracket, so

$$\boxed{\delta E=-b\,\frac{k_BT^2}{r^2}\frac{dr}{dT}-bE'\tau}$$

with $dr/dT$ taken along the trace. The first term vanishes at the peak for any kinetics of the assumed form; the second is the relabelling just found.

A wider family averages this local result. Order the points so that $x_1<\dots<x_N$, and let $W_j=\sum_{i>j}w_i$. Summation by parts gives

$$\sum_iw_i\varepsilon_i=\sum_{j=1}^{N-1}p_j\,\frac{\varepsilon_{j+1}-\varepsilon_j}{x_{j+1}-x_j},\qquad p_j=W_j(x_{j+1}-x_j).$$

Each $W_j$ is positive, because the points above any cut have a mean $x$ above $\bar x$. Setting $\varepsilon_i=x_i$ shows that $\sum_jp_j=1$. The fitted shift is thus a positively weighted mean of neighbouring-pair shifts, and each of those is the mean of the local shift over its interval.

## Independent offsets

If the baselines are subtracted separately, the constant errors $b_i$ may be independent with zero mean and standard deviation $\sigma_b$. The variances then add:

$$\sigma_E=\sigma_b\left[\sum_iw_i^2\left(\frac1{r_i}-g_i\tau_i\right)^2\right]^{1/2}.$$

The large coverage errors $b_i\tau_i$ no longer share a common part that merely relabels the coverage. When $g_i\tau_i$ exceeds $1/r_i$, each extra second of window increases the scatter.

## Pseudocode

```
input: traces (t, T, s), coverages theta', heating rate beta,
       baseline error: common b, or independent sigma_b
for each trace:
    subtract baseline; spline s(t)
    A(t) = integral of s from t to t_end
for each theta':
    for each trace with initial coverage above theta':
        solve A(t_i) = theta' inside a bracket
        r_i = s(t_i); x_i = 1/(kB T_i); tau_i = t_end - t_i
        D_i = (ds/dt)(t_i) / (beta r_i)        # d ln r / dT
    fit ln r_i against x_i -> E_fit, weights w_i
    g_i = (beta/r_i) * (E_fit/(kB T_i^2) - D_i)
    K_i = 1/r_i - g_i tau_i
    common offset:  dE = -b * sum(w_i K_i)
    independent:    sigma_E = sigma_b * sqrt(sum(w_i^2 K_i^2))
    if dE matters: repeat reading and fit with s - b
```

The line for $g_i$ is the trace-slope relation solved for $g$, so neither $n$ nor $\nu(\theta)$ has to be assumed. On clean synthetic data it passes a test against the known derivative. In real data $D_i$ amplifies noise and needs a local smooth fit; taking $r_i$, $D_i$ and $E_{\rm fit}$ from the contaminated data adds a second-order error to $\delta E$. Where the rate and coverage parts nearly cancel, as in the example below, this error can be a large part of $\delta E$ (there the estimate becomes $-5.5$ instead of $-9.6$ meV), and the repeated analysis in the last line should be used instead.

The last line removes a known offset without linearization. If only a range $\pm b$ is known, repeat the analysis at both ends and at several offsets between them: where the linear part nearly cancels, the extreme shifts need not lie at the ends. Half the difference between the ends removes even powers of $b$ from the sensitivity, while the separate results show the asymmetry.

## Cost and numerical stability

For $N$ traces of $M$ samples, splines and integrals cost $O(NM)$ time and memory. Each reading needs $O(\log M)$ steps by bisection, so $P$ coverages add $O(PN\log M)$. The error sums cost $O(PN)$. A trial constant offset needs no new integration: add $b$ to $s$ and $b\tau$ to $A$.

Centre $x$ before fitting, since its spread is small compared with its mean. The weights scale inversely with that spread, so closely bunched reading temperatures amplify errors that are independent between traces. For a common offset the residuals draw together as well, and the shift tends to the local value given by the peak rule. An initial coverage just above $\theta'$ widens the spread, but its low rate makes $b/r$ large.

The function $A(t)$ decreases only where the recorded rate is positive. An over-subtracted baseline makes it rise in the flat parts of the trace and can create extra crossings; the bracket should enclose the desorption feature. A reading with $s\le0$ has no logarithm and must be rejected.

## Worked example

The model has round parameters of the size met in hydrogen desorption from a semiconductor surface; the order and the coverage dependences are assumed for illustration and describe no particular surface: $n=1$, $E=2.5-0.2\,\theta$ eV, $\nu=10^{15}e^{-\theta}$ s$^{-1}$ ($\theta$ in ML) and $\beta=2$ K/s. The window runs from 500 to 900 K and lasts 200 s. The common offset is $b=10^{-4}$ ML/s, or 0.43 % of the peak rate of the 1 ML trace. At $\theta'=0.2$ ML the clean readings are:

| $\theta_0$ (ML) | $T$ (K) | $r$ (ML/s) | $w$ (eV) | $\varepsilon$ |
|---|---|---|---|---|
| 0.25 | 748.8 | 0.00453 | 1.531 | −0.0316 |
| 0.30 | 759.2 | 0.00765 | 0.569 | −0.0366 |
| 0.40 | 768.0 | 0.01177 | −0.223 | −0.0379 |
| 0.60 | 774.4 | 0.01598 | −0.786 | −0.0377 |
| 1.00 | 777.8 | 0.01885 | −1.090 | −0.0374 |

For the first row, $b/r=0.0221$. With $g=7.100$ ML$^{-1}$ and $\tau=75.62$ s, $gB=7.100\times75.62\times10^{-4}=0.0537$, and the difference is $-0.0316$. The coverage error is the larger part of each residual, but it varies less between traces than its size suggests. In the slope, the rate part contributes $-28.6$ meV and the coverage part $+19.0$ meV, giving $\delta E=-9.6$ meV. Relabelling at the mean $\tau$ accounts for 1.3 meV of the coverage part.

The weighted mean over neighbouring pairs shows where the error arises. From the coldest pair to the hottest, the pair shifts are about $-23.5$, $-7.1$, $+1.2$ and $+5.2$ meV, with weights 0.326, 0.368, 0.233 and 0.073. Their sum is $-7.7-2.6+0.3+0.4=-9.6$ meV. The low-rate, pre-peak readings determine the sign.

The full analysis of the contaminated traces gives $2.4527$ eV instead of $2.4600$ eV, a shift of $-7.4$ meV. The first-order estimate is too large in magnitude by 2.2 meV, or 30 % of the full shift, although no residual exceeds 4 %. The linear shift is what survives a partial cancellation, so a remainder that is modest against either part is large against their sum. Much of the remainder comes from the movement of the coldest reading: there $B$ is 15 % of the amount already desorbed, the reading moves 3.1 K later and its rate rises by 11 %. The boxed formula evaluated at the shifted readings gives $-6.6$ meV. Small residuals alone therefore do not guarantee an accurate linear $\delta E$. At offsets of $2\times10^{-5}$ and $10^{-5}$ ML/s the remainder scales as $b^{1.98}$, as expected for a quadratic term. For infinitesimal offsets, formula and repeated analysis both give $-95.8$ eV s/ML.

The fitted prefactor is multiplied by 0.862. The linear formula, with $\bar\varepsilon=-0.0362$ and $\bar x=15.16$ eV$^{-1}$, gives $\exp(-0.0362-15.16\times0.00958)=0.834$. The barrier error dominates this change.

Forward integration changes the sensitivity to $-135.8$ eV s/ML. The difference of 40.0 equals $-E't_{\rm end}=0.2\times200$, as derived for infinitesimal offsets. At $b=10^{-4}$ ML/s the full forward analysis shifts the barrier by $-18.0$ meV, so the two directions differ by 10.7 meV rather than 4.0 meV. Second-order kinetics, tested with a longer window, gives $-51.55$ from the formula and $-51.58$ eV s/ML from the repeated analysis.

### Peak rule and false coverage dependence

For closely spaced traces around $\theta_0=0.25$ ML, the reading at 748.8 K precedes the peak at 778.2 K. The slope term is $-371.4$ and relabelling adds $15.1$, giving $-356.2$ eV s/ML; repeated analysis gives $-356.4$. Around $\theta_0=1$ ML the reading at 777.8 K follows the peak at 753.6 K, and the total is $+63.8$. At $\theta_0=0.472$ ML reading and peak coincide at 771.1 K, leaving the relabelling term of $12.9$.

The same offset changes the barrier differently at each coverage:

| $\theta'$ (ML) | true $E$ (eV) | fitted $E$ (eV) | full shift (meV) |
|---|---|---|---|
| 0.05 | 2.490 | 2.523 | +33.4 |
| 0.10 | 2.480 | 2.490 | +10.2 |
| 0.15 | 2.470 | 2.471 | +1.5 |
| 0.20 | 2.460 | 2.453 | −7.4 |

Between the end points the apparent coverage slope is $(2.4527-2.5234)/0.15=-0.47$ eV/ML, against the true $-0.20$ eV/ML. An offset below half a per cent of the largest peak has more than doubled the apparent lateral interaction. The trend agrees with the peak rule: a lower $\theta'$ is reached later in every trace, which favours positive shifts.

### Separate baselines

With independent offsets of $\sigma_b=2\times10^{-5}$ ML/s, the formula gives $\sigma_E=14.7$ meV. Analysis of 600 random draws gives 14.3 meV, within the sampling uncertainty of about 3 %. A common offset of the same size would shift the barrier by only $95.8\times2\times10^{-5}$ eV, or 1.9 meV. Ending the integration at 850 K instead of 900 K, where desorption is already complete, halves the formula value of the independent scatter to 7.2 meV.

## Failure modes and their signatures

**Window too short.** If coverage $\theta_{\rm end}$ remains when integration stops, the integral misses it and the true reading coverage becomes $\theta'+\theta_{\rm end}-B$. Equal leftovers relabel the coverage; unequal ones distort the slope. Shorten the window only to where the tail has ended. Beyond that point a common offset changes $E_{\rm fit}$ only by relabelling along the fitted, already distorted curve (in the example 50 s more adds 2.2 meV at 0.2 ML, against 1.0 meV from the true $E'$), but separate offsets keep changing it as the window grows, so a drifting $E_{\rm fit}$ does not by itself prove that coverage was left.

**Wrong calibration.** A common scale error $1+q$ multiplies both rate and coverage. The factor in the rate shifts the intercept but not the slope. The reading moves to $\theta'/(1+q)\approx\theta'(1-q)$, so $\delta E\approx-E'\theta'q$. Scale errors that differ between traces do not reduce to this relabelling.

**Linear formula outside its range.** It needs $|b|\ll r_i$ and $|B_i|\ll\theta'$, and, where contributions cancel, a direct check of the remainder. At low $\theta'$ the coverage condition tightens, because $g$ contains $n/\theta'$. Just below an initial coverage $\theta_0$, the rate condition tightens instead, and $|B_i|$ must also be small against the amount already desorbed, $\theta_0-\theta'$. Early in a trace the rate is roughly proportional to that amount, so even a small coverage error can move the reading far along the trace.

**Curved Arrhenius plot.** A common offset bends the plot, since $\varepsilon$ is not linear in $x$: in the example it passes through a minimum near $\theta_0=0.43$ ML, slightly before the trace read at its peak. The bend can be too small to see: there the points depart from the fitted line by only about 0.001 in $\ln r$. Memory of the initial coverage or pumping lag can also bend it, so curvature alone does not identify the cause. Repeating the fit after a deliberate change of baseline shows how much of the curvature an offset of plausible size can produce.

The numerical output below lists the quantities used here.

## Table of computed values

```
E at zero coverage 2.5 eV, dE/dtheta -0.2 eV/ML
nu at zero coverage 1.0e+15 1/s, dln(nu)/dtheta -1.0 1/ML
heating rate 2.0 K/s, window 500 to 900 K, duration 200 s
offset b 1.0e-04 ML/s = 0.43 % of
  peak rate 0.02322 ML/s of the 1 ML trace
Points at remaining coverage 0.2 ML, without offset:
theta0/ML  T/K  x/(1/eV)  r/(ML/s)  tau/s  g/(1/ML)  w/eV
0.25 748.76 15.4984 0.004531 75.62 7.100 1.5310
0.30 759.18 15.2856 0.007649 70.41 7.057 0.5685
0.40 767.98 15.1105 0.011766 66.01 7.022 -0.2234
0.60 774.35 14.9862 0.015975 62.83 6.997 -0.7858
1.00 777.84 14.9189 0.018852 61.08 6.984 -1.0903
theta0/ML, b/r, -g*B, sum epsilon (dimensionless):
0.25 0.02207 -0.05369 -0.03162
0.30 0.01307 -0.04969 -0.03662
0.40 0.00850 -0.04635 -0.03786
0.60 0.00626 -0.04396 -0.03770
1.00 0.00530 -0.04266 -0.03735
barrier, clean data 2.46000 eV; with offset 2.45265 eV
rate part of dE -28.62 meV
coverage part of dE 19.04 meV
  of which relabelling at mean tau 1.34 meV
dE first order -9.58 meV, full analysis -7.35 meV
dE/db formula -95.803, numerical -95.805 eV s/ML
dE/db forward integration -135.805 eV s/ML
fitted prefactor multiplied by 0.8624
power of b in neglected remainder 1.979
second-order kinetics dE/db formula -51.551, numerical -51.578 eV s/ML
Profile: theta/ML, E clean/eV, E offset/eV, dE linear, full/meV
0.05 2.49000 2.52337 29.16 33.37
0.10 2.48000 2.49022 9.00 10.22
0.15 2.47000 2.47149 0.50 1.49
0.20 2.46000 2.45265 -9.58 -7.35
Local rule: theta0/ML, T read/K, T peak/K, then in eV s/ML
  slope term, relabelling term, numerical total
0.2500 748.76 778.2 -371.370 15.124 -356.405
0.4716 771.13 771.1 -0.000 12.887 12.884
1.0000 777.84 753.6 51.571 12.216 63.782
independent offsets, sigma_b 2.0e-05 ML/s:
sigma_E to 900 K: formula 14.68 meV, 600 random draws 14.34 meV
sigma_E to 850 K: formula 7.24 meV
```
